# Surface recombination velocity of a symmetrically passivated wafer from its lifetimes: verification in Python

```python
"""
Surface recombination velocity of a wafer with two identical surfaces.

Result under test:
    S = (2 D / W) * beta * tan(beta),
    beta = (W / 2) * sqrt((1/tau_eff - 1/tau_bulk) / D) < pi/2,
and its small-velocity limit S0 = (W / 2) * (1/tau_eff - 1/tau_bulk),
with S0 / S = beta / tan(beta) = surface density / average density.

W: thickness, D: diffusion coefficient, tau_bulk: bulk lifetime,
tau_eff: lifetime of the late decay of the total excess carrier number.
The independent road is a finite-volume form of the diffusion equation,
diagonalized or evolved in time. All quantities are in SI units.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq

W = 300e-6
D = 3.0e-3
TAU_BULK = 2000e-6
WAFERS = {"A": 1000e-6, "B": 20e-6, "C": 4e-6}


def simple_velocity(tau_eff, bulk_rate):
    return 0.5 * W * (1.0 / tau_eff - bulk_rate)


def mode_parameter(tau_eff, bulk_rate):
    return 0.5 * W * np.sqrt((1.0 / tau_eff - bulk_rate) / D)


def velocity_from_beta(beta):
    return 2.0 * D / W * beta * np.tan(beta)


def loss_matrix(velocity, bulk_rate, cells):
    """Diagonal and off-diagonal of the loss operator for cell densities."""
    dx = W / cells
    hop = D / dx**2
    diagonal = np.full(cells, 2.0 * hop + bulk_rate)
    # Surface flux: half a cell of diffusion in series with recombination.
    surface_loss = 1.0 / (dx * (1.0 / velocity + dx / (2.0 * D)))
    diagonal[[0, -1]] = hop + bulk_rate + surface_loss
    return diagonal, np.full(cells - 1, -hop)


def slow_modes(velocity, bulk_rate, cells=400):
    """Three lowest decay rates; surface/average density of the slowest."""
    diagonal, off = loss_matrix(velocity, bulk_rate, cells)
    rates, modes = eigh_tridiagonal(diagonal, off, select="i",
                                    select_range=(0, 2))
    density = modes[:, 0]
    surface = density[0] / (1.0 + velocity * W / cells / (2.0 * D))
    return rates, surface / density.mean()


bulk_rate = 1.0 / TAU_BULK
relaxation_bound = W**2 / (3.0 * np.pi**2 * D)
shortest_surface_lifetime = W**2 / (np.pi**2 * D)

print(f"thickness W = {W*1e6:.0f} um")
print(f"diffusion coefficient D = {D:.1e} m^2/s")
print(f"bulk lifetime = {TAU_BULK*1e6:.0f} us")
print(f"velocity scale 2D/W = {2*D/W:.2f} m/s")

exact = {}
for name, tau in WAFERS.items():
    beta = mode_parameter(tau, bulk_rate)
    assert 0.0 < beta < np.pi / 2
    s0 = simple_velocity(tau, bulk_rate)
    s = velocity_from_beta(beta)
    exact[name] = s
    corrected = s0 * (1.0 + s0 * W / (6.0 * D))

    # The extracted velocity must give back the measured lifetime.
    rates, density_ratio = slow_modes(s, bulk_rate)
    assert abs(rates[0] * tau - 1.0) < 3e-5
    # The error of the simple formula is the sag of the density profile.
    assert abs(density_ratio - beta / np.tan(beta)) < 3e-5
    assert abs(density_ratio - s0 / s) < 3e-5
    # The third mode is the next even one; its relative decay is fast.
    assert 1.0 / (rates[2] - rates[0]) < relaxation_bound

    # Lifetime the wafer would have if the simple value were true.
    tau_from_s0 = 1.0 / slow_modes(s0, bulk_rate)[0][0]
    assert tau_from_s0 > tau

    # Upper bound on S when the bulk lifetime is unknown.
    upper = velocity_from_beta(mode_parameter(tau, 0.0))
    assert upper > s
    assert abs(slow_modes(upper, 0.0)[0][0] * tau - 1.0) < 3e-5

    print(f"{name}: effective lifetime = {tau*1e6:.0f} us")
    print(f"{name}: rate difference R = {1/tau - bulk_rate:.0f} 1/s")
    print(f"{name}: beta = {beta:.5f} (no unit)")
    print(f"{name}: simple velocity S0 = {s0:.5f} m/s")
    print(f"{name}: first-order corrected = {corrected:.5f} m/s")
    print(f"{name}: exact velocity S = {s:.5f} m/s = {s*100:.3f} cm/s")
    print(f"{name}: S0/S = {s0/s:.5f} (no unit)")
    print(f"{name}: surface/average density, numerical = "
          f"{density_ratio:.5f} (no unit)")
    print(f"{name}: numerical lifetime with S = {1e6/rates[0]:.4f} us")
    print(f"{name}: numerical lifetime with S0 = {tau_from_s0*1e6:.4f} us")
    print(f"{name}: upper bound on S, bulk unknown = {upper:.5f} m/s")

# Series S/S0 = 1 + b2/3 + 2 b2^2/15 + ..., b2 = S0 W/(2D), tested on
# numerical decay rates at a small chosen velocity.
trial = 1.0
s0_trial = 0.5 * W * slow_modes(trial, 0.0)[0][0]
b2 = s0_trial * W / (2.0 * D)
first = (trial / s0_trial - 1.0) / b2
second = (trial / s0_trial - 1.0 - b2 / 3.0) / b2**2
assert abs(first * 3.0 - 1.0) < 0.03      # next term is 0.4*b2 = 0.02
assert abs(second * 7.5 - 1.0) < 0.05     # next term is about 0.02
print(f"series test at S = {trial:.1f} m/s: first coefficient = "
      f"{first:.4f}, second = {second:.4f} (no unit)")

# Diffusion limit: a nearly perfect sink at both surfaces.
sink_lifetime = 1.0 / slow_modes(1e7, 0.0)[0][0]
assert abs(sink_lifetime / shortest_surface_lifetime - 1.0) < 5e-5
print(f"shortest surface lifetime, formula = "
      f"{shortest_surface_lifetime*1e6:.4f} us")
print(f"shortest surface lifetime, numerical = {sink_lifetime*1e6:.4f} us")

# Velocities at which the simple formula is low by a given fraction.
for deficit in (0.01, 0.10):
    root = brentq(lambda b: b / np.tan(b) - (1.0 - deficit), 1e-4, 1.5)
    limit = velocity_from_beta(root)
    numerical_s0 = 0.5 * W * slow_modes(limit, 0.0)[0][0]
    assert abs(1.0 - numerical_s0 / limit - deficit) < 3e-5
    print(f"S0 is low by {deficit*100:.0f} % at S = {limit:.4f} m/s")

# Time evolution of wafer C after a flash absorbed near one surface.
cells = 200
depth = 30e-6
step = 0.5e-6
diagonal, off = loss_matrix(exact["C"], bulk_rate, cells)
matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
propagator = expm(-matrix * step)
positions = (np.arange(cells) + 0.5) * W / cells
density = np.exp(-positions / depth)
totals = [density.sum()]
for _ in range(20):
    density = propagator @ density
    totals.append(density.sum())
apparent = step / np.log(np.array(totals[:-1]) / np.array(totals[1:]))
assert apparent[0] < 0.9 * WAFERS["C"]
assert abs(apparent[-1] / WAFERS["C"] - 1.0) < 2e-4
print(f"bound on mode relaxation time = {relaxation_bound*1e6:.4f} us")
print(f"flash absorption depth = {depth*1e6:.0f} um")
print(f"C: apparent lifetime from 0 to {step*1e6:.1f} us = "
      f"{apparent[0]*1e6:.3f} us")
print(f"C: apparent lifetime from {19*step*1e6:.1f} to "
      f"{20*step*1e6:.1f} us = {apparent[-1]*1e6:.3f} us")

print("all assertions hold")
```

Running it gives:

```
thickness W = 300 um
diffusion coefficient D = 3.0e-03 m^2/s
bulk lifetime = 2000 us
velocity scale 2D/W = 20.00 m/s
A: effective lifetime = 1000 us
A: rate difference R = 500 1/s
A: beta = 0.06124 (no unit)
A: simple velocity S0 = 0.07500 m/s
A: first-order corrected = 0.07509 m/s
A: exact velocity S = 0.07509 m/s = 7.509 cm/s
A: S0/S = 0.99875 (no unit)
A: surface/average density, numerical = 0.99875 (no unit)
A: numerical lifetime with S = 1000.0000 us
A: numerical lifetime with S0 = 1000.6248 us
A: upper bound on S, bulk unknown = 0.15038 m/s
B: effective lifetime = 20 us
B: rate difference R = 49500 1/s
B: beta = 0.60930 (no unit)
B: simple velocity S0 = 7.42500 m/s
B: first-order corrected = 8.34384 m/s
B: exact velocity S = 8.50443 m/s = 850.443 cm/s
B: S0/S = 0.87307 (no unit)
B: surface/average density, numerical = 0.87307 (no unit)
B: numerical lifetime with S = 20.0000 us
B: numerical lifetime with S0 = 22.5027 us
B: upper bound on S, bulk unknown = 8.60329 m/s
C: effective lifetime = 4 us
C: rate difference R = 249500 1/s
C: beta = 1.36794 (no unit)
C: simple velocity S0 = 37.42500 m/s
C: first-order corrected = 60.76884 m/s
C: exact velocity S = 133.01003 m/s = 13301.003 cm/s
C: S0/S = 0.28137 (no unit)
C: surface/average density, numerical = 0.28137 (no unit)
C: numerical lifetime with S = 4.0000 us
C: numerical lifetime with S0 = 6.6940 us
C: upper bound on S, bulk unknown = 134.07375 m/s
series test at S = 1.0 m/s: first coefficient = 0.3400, second = 0.1361 (no unit)
shortest surface lifetime, formula = 3.0396 us
shortest surface lifetime, numerical = 3.0397 us
S0 is low by 1 % at S = 0.6048 m/s
S0 is low by 10 % at S = 6.5349 m/s
bound on mode relaxation time = 1.0132 us
flash absorption depth = 30 um
C: apparent lifetime from 0 to 0.5 us = 0.894 us
C: apparent lifetime from 9.5 to 10.0 us = 4.000 us
all assertions hold
```
